# The Stress Tensor in Variational Monte Carlo by Straining Everything Together

**Q.** I want the pressure of a periodic system in variational Monte Carlo. Stress is a response of the cell. Why should the electrons be strained at all? They are integration variables.

**A.** That is why we may strain them: a change of variables leaves the energy unchanged. It also removes two difficulties.

First, the wave function must stay periodic in a changing cell. Take $\cos(2\pi x/L)$. Its derivative with respect to $L$ at fixed $x$ is $(2\pi x/L^2)\sin(2\pi x/L)$, which is not periodic, so integrations by parts would leave boundary terms. At fixed $x/L$ the derivative is zero.

Second, moving a nucleus past a fixed electron at distance $d$ changes $1/d$ at a rate of order $1/d^2$. The square of this, weighted by the volume element $d^2\,\mathrm{d}d$, diverges at $d=0$ if the density there is nonzero, so the estimator has infinite variance. If both particles are strained, $\mathbf d$ changes in proportion to itself and the rate is of order $1/d$, whose square is integrable.

**Q.** Then define the strain and the stress.

**A.** I use Hartree atomic units. There are $N$ electrons at $R=(\mathbf r_1,\dots,\mathbf r_N)$ and clamped point nuclei in a neutral cell of volume $\Omega$, with lattice vectors in the columns of $h$. The Hamiltonian is
$$H=-\tfrac12\sum_i\nabla_i^2+V .$$
With a symmetric matrix $\epsilon$ and $F=1+\epsilon$, every electron position, nuclear position and lattice vector is multiplied by $F$. The nuclei thus keep their fractional coordinates. The trial function $\Psi$ is real, and its internal parameters are held fixed for now. Define
$$\sigma_{ab}=\frac1\Omega\frac{\partial E}{\partial\epsilon_{ab}},\qquad P=-\frac13\sum_a\sigma_{aa}.$$
The derivatives are the symmetric coefficients in $\delta E=\sum_{ab}(\partial E/\partial\epsilon_{ab})\,\delta\epsilon_{ab}$. A shear with $\epsilon_{xy}=\epsilon_{yx}=x/2$ therefore has $dE/dx=\partial E/\partial\epsilon_{xy}$.

For uniform scaling by $e^\tau$, $\epsilon_{ab}=\tau\delta_{ab}$ to first order and $d\Omega/d\tau=3\Omega$. Hence $\sum_a\partial E/\partial\epsilon_{aa}=dE/d\tau=3\Omega\,dE/d\Omega$, and $P=-dE/d\Omega$, as it should be.

**Q.** The integration region still changes with the cell.

**A.** Not in the coordinates $S$ defined by $R=FS$, meaning $\mathbf r_i=F\mathbf s_i$. Let $\Psi_\epsilon$ be the trial function of the strained cell and $\Phi_\epsilon(S)=\Psi_\epsilon(FS)$. The Jacobian $(\det F)^N$ does not depend on $S$ and cancels between numerator and denominator:
$$E(\epsilon)=\frac{\langle\Phi_\epsilon|H_\epsilon\Phi_\epsilon\rangle}{\langle\Phi_\epsilon|\Phi_\epsilon\rangle}.$$
The integrals now run over the original cell, and the strain sits in $\Phi_\epsilon$ and $H_\epsilon$.

For $H_\epsilon$, the chain rule gives $\nabla_s=F^T\nabla_r$, so $\nabla_r=F^{-T}\nabla_s$ and
$$\nabla_r^2=\nabla_s^TF^{-1}F^{-T}\nabla_s=\nabla_s^T(1-2\epsilon)\nabla_s+O(\epsilon^2).$$
Multiplication by $-\frac12$ turns $-2\epsilon$ into $+\epsilon$:
$$\frac{\partial H}{\partial\epsilon_{ab}}=\sum_i\partial_{ia}\partial_{ib}+V_{ab},\qquad V_{ab}=\left.\frac{\partial V(FS)}{\partial\epsilon_{ab}}\right|_0 .$$
In $V(FS)$ the nuclei and the cell are strained too.

**Q.** You cannot just average that operator. The Hellmann–Feynman theorem needs an eigenstate, and yours is a trial function.

**A.** So the change of the trial function must be kept. Define
$$O_{ab}=\left.\frac{\partial\ln\Phi_\epsilon(S)}{\partial\epsilon_{ab}}\right|_0,\qquad E_L=\frac{H\Psi}{\Psi},$$
and let angle brackets around a function mean an average over the normalized density $\Psi^2$. At zero strain $\partial\Phi/\partial\epsilon_{ab}=O_{ab}\Psi$. Differentiating the quotient gives
$$\frac{\partial E}{\partial\epsilon_{ab}}=\frac{\langle O_{ab}\Psi|H\Psi\rangle+\langle\Psi|H\,O_{ab}\Psi\rangle+\langle\Psi|\frac{\partial H}{\partial\epsilon_{ab}}\Psi\rangle}{\langle\Psi|\Psi\rangle}-2E\langle O_{ab}\rangle .$$
Both $\Psi$ and $O_{ab}\Psi$ are periodic in the same fixed cell. If they are smooth enough for $H$ to be Hermitian between them, the first two terms are equal, and each is $\langle E_LO_{ab}\rangle$. Since $E=\langle E_L\rangle$,
$$\frac{\partial E}{\partial\epsilon_{ab}}=\left\langle\frac{\partial H}{\partial\epsilon_{ab}}\right\rangle+2\,\mathrm{Cov}(E_L,O_{ab}),$$
with $\mathrm{Cov}(A,B)=\langle AB\rangle-\langle A\rangle\langle B\rangle$. For an eigenstate $E_L$ is constant, the covariance is zero, and Hellmann–Feynman returns.

In the kinetic part one integration by parts gives $\langle\Psi|\partial_{ia}\partial_{ib}\Psi\rangle=-\langle\partial_{ia}\Psi|\partial_{ib}\Psi\rangle$. Writing $\partial\Psi=\Psi\,\partial\ln\Psi$,
$$\Omega\sigma_{ab}=-\sum_i\langle\partial_{ia}\ln\Psi\,\partial_{ib}\ln\Psi\rangle+\langle V_{ab}\rangle+2\,\mathrm{Cov}(E_L,O_{ab}).$$
Each average can be taken over the configurations that give the energy.

**Q.** For isolated charges I accept that $V$ scales as inverse length. Here you have an Ewald sum with a cutoff, a background and image terms.

**A.** The cutoff is a computational device. The periodic potential of a unit charge, with its average set to zero, is
$$\phi(\mathbf r)=\sum_{\mathbf G\ne0}\frac{4\pi}{\Omega G^2}e^{i\mathbf G\cdot\mathbf r}.$$
For charges $q_p$ the energy per cell is
$$V=\sum_{p<q}q_pq_q\,\phi(\mathbf r_p-\mathbf r_q)+\frac{\xi}{2}\sum_pq_p^2,\qquad \xi=\lim_{r\to0}\left[\phi(\mathbf r)-\frac1r\right].$$
The last term is the interaction of each charge with its own images. The compensating backgrounds add up to zero because the cell is neutral.

Multiply all lengths by $\lambda$. Then $\mathbf G\cdot\mathbf r$ is unchanged, while $\Omega G^2$ becomes $\lambda^3\lambda^{-2}\Omega G^2=\lambda\,\Omega G^2$. Thus $\phi$, $\xi$ and $V$ all scale as $1/\lambda$. Differentiating at $\lambda=1$ gives
$$\sum_aV_{aa}=-V .$$

**Q.** And the separate components, in a form that converges?

**A.** Split the potential with a parameter $\kappa$. With $\mathbf d=\mathbf r+\mathbf T$ for lattice vectors $\mathbf T$,
$$\phi=\sum_{\mathbf T}\frac{\mathrm{erfc}(\kappa d)}d+\sum_{\mathbf G\ne0}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\kappa^2\Omega},\qquad c_{\mathbf G}=\frac{4\pi}{\Omega G^2}e^{-G^2/4\kappa^2}.$$
Under strain $\partial d/\partial\epsilon_{ab}=d_ad_b/d$ and $\partial\Omega/\partial\epsilon_{ab}=\Omega\delta_{ab}$. Since $\mathbf G\to F^{-T}\mathbf G$, also $\partial G^2/\partial\epsilon_{ab}=-2G_aG_b$. With $\kappa$ fixed,
$$\begin{aligned}\frac{\partial\phi}{\partial\epsilon_{ab}}={}&-\sum_{\mathbf T}\left[\frac{\mathrm{erfc}(\kappa d)}{d^3}+\frac{2\kappa}{\sqrt\pi}\frac{e^{-\kappa^2d^2}}{d^2}\right]d_ad_b\\&+\sum_{\mathbf G\ne0}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\left[2G_aG_b\left(\frac1{G^2}+\frac1{4\kappa^2}\right)-\delta_{ab}\right]+\frac{\pi\delta_{ab}}{\kappa^2\Omega}.\end{aligned}$$

**Q.** With a fixed $\kappa$ in it, is the trace still $-\phi$?

**A.** Yes. The trace contains minus the two sums of $\phi$, and three further pieces:
$$-\frac{2\kappa}{\sqrt\pi}\sum_{\mathbf T}e^{-\kappa^2d^2}+\frac{2\pi}{\kappa^2\Omega}\sum_{\mathbf G\ne0}e^{-G^2/4\kappa^2}e^{i\mathbf G\cdot\mathbf r}+\frac{3\pi}{\kappa^2\Omega}.$$
By Poisson summation the first piece is minus the second with $\mathbf G=0$ included. The two leave $-2\pi/(\kappa^2\Omega)$, and the total is $+\pi/(\kappa^2\Omega)$, which is minus the constant in $\phi$. For $\xi$, omit $\mathbf T=0$ and add its finite remainder $-2\kappa/\sqrt\pi$, which has no strain derivative.

**Q.** So what is the pressure?

**A.** The kinetic energy is $T=\frac12\sum_i\langle|\nabla_i\ln\Psi|^2\rangle$, so the trace of the kinetic term is $-2T$. With $O=\sum_aO_{aa}$,
$$\sum_a\frac{\partial E}{\partial\epsilon_{aa}}=-2T-\langle V\rangle+2\,\mathrm{Cov}(E_L,O).$$
Writing $V$ for its average from here on and dividing by $-3\Omega$,
$$P=\frac{2T+V}{3\Omega}-\frac{2}{3\Omega}\mathrm{Cov}(E_L,O).$$

Two limits show the first term at work. Without interactions it is $2T/(3\Omega)$, the usual relation between pressure and kinetic energy. For a constant $\Psi$, $T=0$ and every average of $\phi$ over an electron position is zero. What remains of $V$ is the nuclear and self-image energy, which scales as $\Omega^{-1/3}$, so $-dV/d\Omega=V/(3\Omega)$. In that case $O=0$.

**Q.** Show me a case where the covariance is needed.

**A.** Take a hydrogen atom in infinite space with $\Psi=e^{-\alpha r}$. There is no cell, so scaling the coordinates at fixed $\alpha$ cannot change the energy. For this state $T=\alpha^2/2$ and $V=-\alpha$, so the virial part of $dE/d\tau$ is
$$-(2T+V)=\alpha-\alpha^2,$$
which is nonzero unless $\alpha=1$. Now $\Phi_\tau(s)=e^{-\alpha e^\tau s}$ gives $O=-\alpha r$, and $E_L=-\alpha^2/2+(\alpha-1)/r$. With $\langle r\rangle=3/(2\alpha)$ and $\langle1/r\rangle=\alpha$,
$$2\,\mathrm{Cov}(E_L,O)=-2\alpha(\alpha-1)\left(1-\tfrac32\right)=\alpha^2-\alpha .$$
The sum is zero for every $\alpha$. Without the covariance, a poor exponent would look like a force on a cell that does not exist.

**Q.** At $\alpha=1$ the state is the exact ground state, so of course the term vanishes. Why should optimization help an approximate function?

**A.** Because scaling the coordinates can be undone by changing the parameter. Let $\ell$ multiply all internal lengths of the trial function, and suppose the family is closed under joint scaling:
$$\Psi(e^\tau R;e^\tau h,e^\tau\ell)\propto\Psi(R;h,\ell),$$
with the nuclei scaled as well. Keep $\ell$ fixed while everything else is scaled. Replacing $\ell$ by $e^{-\tau}\ell$ in this relation gives
$$\Phi_\tau(S)=\Psi(e^\tau S;e^\tau h,\ell)\propto\Psi(S;h,e^{-\tau}\ell).$$
Therefore $O=-\partial\ln\Psi/\partial\ln\ell+\text{constant}$, and a constant has no covariance. The quotient derivative used above, applied to $\ell$ with $H$ fixed, reads $\partial E/\partial\ln\ell=2\,\mathrm{Cov}(E_L,\partial\ln\Psi/\partial\ln\ell)$. Hence
$$2\,\mathrm{Cov}(E_L,O)=-\frac{\partial E}{\partial\ln\ell},\qquad P=\frac{2T+V}{3\Omega}+\frac1{3\Omega}\frac{\partial E}{\partial\ln\ell}.$$
At an energy stationary in $\ell$ the extra term is zero, even for an approximate $\Psi$. The energy has to be stationary along this one direction in parameter space. Choosing $\ell$ by another criterion, such as the variance of $E_L$, does not guarantee that.

**Q.** But after I change the cell, the best $\ell$ changes. Should that not enter the pressure?

**A.** It drops out. If $\ell(\tau)$ is re-optimized in each cell,
$$\frac{dE_{\min}}{d\tau}=\frac{\partial E}{\partial\tau}+\frac{\partial E}{\partial\ln\ell}\frac{d\ln\ell}{d\tau}=\frac{\partial E}{\partial\tau}.$$
Away from the optimum the pressure depends on how $\ell$ follows the cell. If $\ell$ scales with it, $\Phi$ does not change and the pressure $-dE/d\Omega$ is $(2T+V)/(3\Omega)$. If $\ell$ stays fixed, the covariance must be added. Both are correct slopes of different energy curves.

**Q.** Does optimizing the scale make the whole tensor safe?

**A.** No. It removes the trace of the covariance. Stretching the cell along one axis while keeping spherical functions spherical changes $\Phi$ in a way that no single length can undo. The remaining components vanish if the family is also closed under anisotropic strain and optimized in those directions. They also vanish under full cubic symmetry of the Hamiltonian and $\Psi$, because the covariance tensor is then a multiple of $\delta_{ab}$ with zero trace.

**Q.** I would like numbers, with electrons that repel each other.

**A.** Take two electrons in a singlet and two protons per cell, with lattice vectors $(4,0,0)$, $(0.8,4,0)$ and $(0,0,3.6)$ bohr. The volume is $4\times4\times3.6=57.6$ bohr$^3$. The protons sit at the origin and the body centre. Both are inversion centres, so the forces on them vanish. Let $g(\mathbf r)=\sum_{\mathbf T}e^{-|\mathbf r+\mathbf T|^2/2\ell^2}$ and
$$\ln\Psi=0.6\sum_{i,I}g(\mathbf r_i-\mathbf X_I)-0.4\,g(\mathbf r_1-\mathbf r_2).$$
The amplitudes are chosen round values. This family is closed under joint scaling, because $|\mathbf r+\mathbf T|/\ell$ does not change. Under strain at fixed $\ell$ each Gaussian contributes $-(d_ad_b/\ell^2)e^{-d^2/2\ell^2}$, times its amplitude and sign, to $O_{ab}$.

Here $\Psi^2$ is a product of functions of $\mathbf r_1$, $\mathbf r_2$ and $\mathbf r_1-\mathbf r_2$. The six-dimensional averages reduce to convolutions, evaluated by Fourier transform on a $25^3$ grid, and derivatives are taken by finite differences. Separately, the local estimators are averaged over independent configurations drawn from $\Psi^2$ by rejection sampling.

**Q.** Start with a width that has not been optimized.

**A.** At $\ell=1$ bohr, $T=0.055022$ and $V=-1.816937$ hartree. The virial part is
$$\frac{2(0.055022)-1.816937}{3(57.6)}=\frac{-1.706893}{172.8}=-0.009878$$
in hartree/bohr$^3$. The energy slope is $\partial E/\partial\ln\ell=0.119522$ hartree, which adds $0.119522/172.8=0.000692$. The sum is $-0.009186$, and numerical differentiation of the energy with respect to volume at fixed $\ell$ gives the same value. In the virial part alone the magnitude is too large by 7.5% of this fixed-width pressure.

From 54,469 configurations the sampled covariance term is $0.000679\pm0.000017$ and the full pressure is $-0.009183\pm0.000012$, with one standard error quoted.

**Q.** The virial part alone must then have a smaller error than $0.000012$, since you added a noisy term.

**A.** Its error is larger, $0.000020$. The two parts come from the same configurations, so their errors do not add as independent ones. In units of $10^{-6}$ the squared errors are $20^2+17^2=689$ for the separate parts but $12^2=144$ for the sum. The fluctuations are therefore anticorrelated, with coefficient $(144-689)/(2\times20\times17)\approx-0.8$ in this example.

**Q.** And at the optimum?

**A.** A one-dimensional energy minimization gives $\ell=0.678$ bohr, with $T=0.094657$ and $V=-1.878187$ hartree. Now
$$\frac{2(0.094657)-1.878187}{172.8}=-0.009774 .$$
This agrees with the volume derivative, both at fixed width and with the width re-optimized in each cell. It is about $-288$ GPa. The sampled covariance term is $-0.000004\pm0.000008$, consistent with zero.

The tensor shows what scale optimization leaves behind. At this width, from finite differences in hartree:

| Component | Virial part | Covariance part | $\partial E/\partial\epsilon_{ab}$ |
|---|---:|---:|---:|
| $xx$ | 0.5918 | −0.0033 | 0.5885 |
| $yy$ | 0.5954 | −0.0002 | 0.5952 |
| $zz$ | 0.5016 | 0.0035 | 0.5052 |
| $xy$ | 0.0214 | −0.0075 | 0.0139 |

The diagonal covariances cancel in the trace. The shear does not benefit: without its covariance it would be too large by $0.0075/0.0139$, about 54% of the full value.

**Q.** A tension of 288 GPa, and an energy of $-1.78$ hartree where two separate hydrogen atoms have $-1$. Is this hydrogen?

**A.** It is not a prediction for solid hydrogen. The sign follows from the numbers: $2T=0.19$ hartree is far smaller than $|V|=1.88$ hartree. The Hamiltonian is that of a small periodic cell, in which the images of each electron move rigidly with it. It is not the Hamiltonian of two atoms in free space, and the energy of two separate atoms is no lower bound for it. Most of the tension comes from using only the zero twist. Multiplying $\Psi$ by $e^{i\mathbf k\cdot(\mathbf r_1+\mathbf r_2)}$ adds $k^2$ to $T$ and leaves $V$ unchanged. Averaged over the first Brillouin zone, $k^2$ is about $0.66$ hartree, which raises the energy to about $-1.12$ hartree and the pressure to about $-63$ GPa. Larger cells and the cusps of the wave function are left out as well. The stress is that of this finite model and this trial state.

**Q.** Where would the formulas themselves need changing?

**A.** A pseudopotential with a fixed core radius does not scale as inverse length. Its own strain derivative must then replace its contribution to $-V$ in the trace. For a twisted boundary condition, hold the phase across each lattice vector fixed, and for complex $\Psi$ average over $|\Psi|^2$, with $\mathrm{Re}\,\langle(\partial_{ia}\ln\Psi)^*\,\partial_{ib}\ln\Psi\rangle$ in the kinetic part and $\mathrm{Re}\,\mathrm{Cov}(E_L,O_{ab}^*)$ as the covariance. If the nuclei feel forces, the stress at fixed fractional coordinates is generally not the derivative along another path of internal coordinates.

Nodes raise two statistical problems. At any node, fixed or moving, the product $\partial_{ia}\ln\Psi\,\partial_{ib}\ln\Psi$ in the kinetic part can grow as $1/x^2$ at distance $x$ from it. Its mean is finite, because $\Psi^2\propto x^2$, but its second moment contains $\int x^2x^{-4}\,dx$, which diverges. The form before the integration by parts, $\langle\Psi^{-1}\partial_{ia}\partial_{ib}\Psi\rangle$, grows only as $1/x$ and has finite variance there.

If a node also moves in $S$ under strain, both $E_L$ and $O_{ab}$ can grow as $1/x$, and the second moment of their product diverges in the same way. The covariance formula remains true, but its plain estimator has infinite variance and the usual error bar loses its meaning. The nodeless example above avoids this.
